\section*{The high-energy power law for photoionisation of hydrogen-like states, part 2}

A spinless, non-relativistic electron in the field of a fixed point nucleus of charge $Z$ absorbs a dipole photon of energy $\omega$. Hartree atomic units are used, with $c=1/\alpha$. The electron passes from the bound state $u_{nl}$, of energy $-\kappa^2/2$ with $\kappa=Z/n$, to the continuum state $u_{EL}$, $E=k^2/2$, $L=l\pm1$. Thus $\omega=\tfrac12(k^2+\kappa^2)$; we write $\eta=Z/k$ (positive for attraction), $\epsilon=\kappa/k=\eta/n$ and $x=kr$. Radial functions are real and positive near $r=0$. The aim is to prove that, for $\omega\to\infty$ at fixed $n,l,Z$,
\begin{equation}
\sigma_{nl}(\omega)=\mathcal C_{nl}\,\omega^{-l-7/2}\left[1-\pi\eta+O(\eta^2)\right],\qquad
\mathcal C_{nl}=\frac{8\pi\alpha}{3}\,Z^2a^2\,G_l\,2^{-l-1/2},
\label{result}
\end{equation}
with $G_0=1$ and $G_l=(2l+1)\,4^{l-1}\,l!\,(l-1)!$ for $l\ge1$.

The golden rule, its average over initial substates, and the acceleration form are
\begin{equation}
\sigma=4\pi^2\alpha\,\omega\sum_f|\langle f|z|i\rangle|^2 .
\label{golden}
\end{equation}
\begin{equation}
\sigma_{nl}=\frac{4\pi^2\alpha\,\omega}{3}\sum_{L=l\pm1}\frac{\max(l,L)}{2l+1}\,R_L^2,\qquad
R_L=\int_0^\infty u_{EL}\,r\,u_{nl}\,dr .
\label{sigR}
\end{equation}
\begin{equation}
\omega^2R_L=-\omega V_L=A_L,\qquad A_L=Z\int_0^\infty \frac{u_{EL}\,u_{nl}}{r^2}\,dr .
\label{acc}
\end{equation}
\begin{equation}
\sigma_{nl}=\frac{4\pi^2\alpha}{3\,\omega^3}\sum_{L=l\pm1}\frac{\max(l,L)}{2l+1}\,A_L^2 .
\label{sigA}
\end{equation}
Here $V_L$ is the radial velocity element.

The bound state is $u_{nl}=a\,r^{l+1}e^{-\kappa r}\sum_{j=0}^N\beta_jr^j$ with $\beta_0=1$ and
\begin{equation}
\beta_{j+1}=-\frac{2\kappa\,(N-j)}{(j+1)(j+2l+2)}\,\beta_j,\qquad N=n-l-1,
\label{beta}
\end{equation}
\begin{equation}
u_{nl}=a\,r^{l+1}\left[1-\frac{Zr}{l+1}+O(r^2)\right],
\label{cusp}
\end{equation}
\begin{equation}
a^2=\left(\frac{2Z}{n}\right)^{2l+3}\frac{(n+l)!}{2n\,(n-l-1)!\,[(2l+1)!]^2}
=\frac{(2Z)^{2l+3}}{2n^3[(2l+1)!]^2}\prod_{s=1}^{l}\left(1-\frac{s^2}{n^2}\right).
\label{a2}
\end{equation}
The energy-normalised continuum state, with $b=L+1+i\eta$, is given by
\begin{equation}
u_{EL}(r)=\sqrt{\frac{2}{\pi k}}\;F_L(\eta,kr),
\label{enorm}
\end{equation}
\begin{equation}
\Phi_L(x)=\frac{(2L+1)!}{|\Gamma(L+1+i\eta)|^2}\int_0^1e^{ix(2t-1)}\,t^{L+i\eta}(1-t)^{L-i\eta}\,dt,\qquad \Phi_L(0)=1 .
\label{Phi}
\end{equation}
\begin{equation}
F_L=C_L\,x^{L+1}\Phi_L,\qquad C_L=\frac{2^Le^{\pi\eta/2}|\Gamma(L+1+i\eta)|}{(2L+1)!}.
\label{FL}
\end{equation}
\begin{equation}
C_L^2=\frac{4^L}{[(2L+1)!]^2}\;e^{\pi\eta}\,\frac{\pi\eta}{\sinh\pi\eta}\prod_{s=1}^{L}(s^2+\eta^2).
\label{CL}
\end{equation}
At $\eta=0$, $F_L(0,x)=xj_L(x)$, with $j_L$ the spherical Bessel function.

\section{The acceleration integral at high energy}
\label{sec:limit}

Insert \eqref{enorm} and the bound state into \eqref{acc} and change the variable to $x=kr$. A term $r^{l-1+j}dr$ becomes $k^{-l-j}x^{l-1+j}dx$, and $e^{-\kappa r}=e^{-\epsilon x}$:
\begin{equation}
A_L=Za\sqrt{\frac{2}{\pi k}}\;k^{-l}\sum_{j=0}^{N}\frac{\beta_j}{k^j}\,J_L(l+j;\eta,\epsilon),\qquad
J_L(\mu;\eta,\epsilon)=\int_0^\infty x^{\mu-1}F_L(\eta,x)\,e^{-\epsilon x}dx .
\label{scaled}
\end{equation}
The factors $\beta_j/k^j$ are of order $\epsilon^j$ by \eqref{beta}. One cannot set $\epsilon=0$ under the integral sign, because $x^{\mu-1}F_L$ oscillates with an amplitude that does not decay for $\mu\ge1$. What has to be shown is that $J_L$ nevertheless stays finite and is smooth at $\eta=\epsilon=0$.

Insert \eqref{FL} and \eqref{Phi}. For $\epsilon>0$ the double integral converges absolutely, and the $x$ integral can be done first with $\int_0^\infty x^{q}e^{-\lambda x}dx=q!/\lambda^{q+1}$:
\begin{equation}
J_L=\frac{C_L\,(2L+1)!\,(\mu+L)!}{|\Gamma(L+1+i\eta)|^2}\int_0^1\frac{t^{L+i\eta}(1-t)^{L-i\eta}}{\left[\epsilon-i(2t-1)\right]^{\mu+L+1}}\,dt .
\label{Jt}
\end{equation}
The denominator vanishes at $t=\tfrac12-\tfrac{i}{2}\epsilon$, below the real axis. The integrand is analytic above the axis, so the path may be moved to the upper semicircle $|2t-1|=1$ from $0$ to $1$. On that path $|\epsilon-i(2t-1)|\ge1-|\epsilon|$, the factors $t^{i\eta}$ and $(1-t)^{-i\eta}$ are bounded for real $\eta$, and the endpoints remain integrable for complex $\eta$ with $|\eta|<1$. The integral is thus an analytic function of $\epsilon$ and $\eta$ around $\epsilon=\eta=0$, and so is the prefactor for small $\eta$ by \eqref{CL}. It follows that
\begin{equation}
J_L(\mu;\eta,\epsilon)=K(\mu,L)+O(\eta)+O(\epsilon),\qquad
K(\mu,\nu)=\lim_{\epsilon\to0^+}\int_0^\infty x^{\mu}j_\nu(x)\,e^{-\epsilon x}dx ,
\label{Kdef}
\end{equation}
with every $K(\mu,\nu)$ finite for integers $\mu,\nu\ge0$. A limit of this kind is an Abel sum, and the exponential tail of the bound state supplies the regulator. Since $\epsilon=\eta/n$, the terms $j\ge1$ of \eqref{scaled} are of relative order $\eta$, and
\begin{equation}
A_L=Za\sqrt{\frac{2k}{\pi}}\;k^{-l-1}\left[I_L+O(\eta)\right],\qquad I_L=K(l,L).
\label{Alaw}
\end{equation}
Provided $I_L\neq0$, the leading term contains the bound state only through $a$ and the final state only as a free spherical wave. The value of an Abel sum does not change at leading order when the regulator is moved, so it is built up at $x$ of order unity (more precisely of order $L$, where $j_L$ begins to oscillate); farther out the oscillations cancel. The photon is absorbed at distances $r\sim1/k$ from the nucleus. This is made quantitative with a cutoff in Section~\ref{sec:example}.

\section{The Abel integrals}

Rayleigh's formula $j_\nu=(-x)^\nu\mathcal D^\nu j_0$, with $\mathcal D=x^{-1}d/dx$ and $j_0=\sin x/x$, gives $x^{-\nu}j_\nu=(-1)^\nu\mathcal D^\nu j_0$ and therefore
\begin{equation}
j_{\nu+1}=-x^\nu\frac{d}{dx}\left(x^{-\nu}j_\nu\right).
\end{equation}
Multiply by $x^\mu e^{-\epsilon x}$ and integrate by parts:
\begin{equation}
\int_0^\infty x^\mu j_{\nu+1}e^{-\epsilon x}dx=\left[x^{\mu}j_\nu\right]_{x=0}+(\mu+\nu)\int_0^\infty x^{\mu-1}j_\nu e^{-\epsilon x}dx-\epsilon\int_0^\infty x^{\mu}j_\nu e^{-\epsilon x}dx .
\end{equation}
The last term vanishes as $\epsilon\to0$ because $K(\mu,\nu)$ is finite. The boundary term behaves as $x^{\mu+\nu}$ and is zero unless $\mu=\nu=0$, where it equals $j_0(0)=1$. Hence
\begin{equation}
K(0,1)=1,\qquad K(\mu,\nu+1)=(\mu+\nu)\,K(\mu-1,\nu)\quad(\mu\ge1).
\label{Krec}
\end{equation}
The starting values with $\nu=0$ follow from $\int_0^\infty x^{q}\sin x\,e^{-\epsilon x}dx=\mathrm{Im}\,[q!/(\epsilon-i)^{q+1}]$, evaluated at $\epsilon=0$ with $1/(-i)=i$, and from Dirichlet's integral:
\begin{equation}
K(0,0)=\frac\pi2,\qquad K(1,0)=1,\qquad K(2,0)=0,\qquad K(3,0)=-2 .
\label{Kstart}
\end{equation}
The recurrence lowers both indices by one. For $L=l+1$ it reads $K(l,l+1)=2l\,K(l-1,l)$ and ends at $K(0,1)$. For $L=l-1$ it reads $K(l,l-1)=2(l-1)K(l-1,l-2)$ and ends at $K(1,0)$. Thus
\begin{equation}
I_{l+1}=2^l\,l!,\qquad I_{l-1}=2^{l-1}(l-1)! .
\label{IL}
\end{equation}
Both are nonzero, so \eqref{Alaw} is a true leading term in both channels, and both elements are positive in the present sign convention. Two further families are needed later. From $K(l+1,l+1)=(2l+1)K(l,l)$ and $K(l+1,l-1)=(2l-1)K(l,l-2)$,
\begin{equation}
K(l+1,l+1)=(2l+1)!!\,\frac{\pi}{2},\qquad K(l+1,l-1)=0 .
\label{Kextra}
\end{equation}

\section{The power law and its coefficient}

Insert \eqref{Alaw} into \eqref{sigA}. Each $A_L^2$ carries $Z^2a^2(2/\pi)k^{-2l-1}I_L^2$, so
\begin{equation}
\sigma_{nl}\to\frac{4\pi^2\alpha}{3\omega^3}\,\frac{2}{\pi}\,Z^2a^2\,G_l\,k^{-2l-1},\qquad
G_l=\frac{(l+1)I_{l+1}^2+l\,I_{l-1}^2}{2l+1}.
\label{assembly}
\end{equation}
For $l=0$, $G_0=I_1^2=1$. For $l\ge1$, $I_{l+1}=2l\,I_{l-1}$ by \eqref{IL}, and
\begin{equation}
G_l=\frac{l\,I_{l-1}^2\left[4l(l+1)+1\right]}{2l+1}=(2l+1)\,l\,4^{l-1}[(l-1)!]^2=(2l+1)\,4^{l-1}\,l!\,(l-1)! ,
\end{equation}
which gives $G_l=1,\,3,\,40,\,1344$ for $l=0,1,2,3$. With $k^2=2\omega[1+O(\eta^2)]$ one has $k^{-2l-1}\to(2\omega)^{-l-1/2}$, and \eqref{assembly} becomes $\mathcal C_{nl}\,\omega^{-l-7/2}$ with the constant of \eqref{result}.

The exponent is made up as follows. The golden rule \eqref{golden} gives $\omega^{+1}$. The passage from length to acceleration gives $\omega^{-4}$. The squared integral gives $k^{-2l-1}$, of which $k^{-1}$ is the energy normalisation of the fast electron and $k^{-2l}$ is the square of $\int r^{l+1}r^{-2}dr\sim r^{l}$ taken over a region of size $1/k$. The total is $1-4-\tfrac12-l=-l-\tfrac72$. Each unit of $l$ costs one power of the energy because the centrifugal barrier lowers the probability density at $r\sim1/k$ by a further factor $k^{-2}$.

Several consequences follow at leading order. The two channels stand in the ratio
\begin{equation}
\frac{\sigma_{l\to l+1}}{\sigma_{l\to l-1}}\to\frac{(l+1)I_{l+1}^2}{l\,I_{l-1}^2}=4l(l+1).
\label{chratio}
\end{equation}
By \eqref{a2}, $\mathcal C_{nl}\propto Z^{2l+5}$, and the dependence on $n$ at fixed $l$ is that of $a^2$, which falls as $n^{-3}$ for $n\gg l$. For the ground state $a^2=4Z^3$ gives $\mathcal C_{1s}=16\sqrt2\,\pi\alpha Z^5/3$. The oscillator-strength density $df/dE=2\omega\sum_f|\langle f|z|i\rangle|^2=\sigma/2\pi^2\alpha$ has the same tail, so its moment $\int\omega^p(df/dE)\,dE$ converges at high energy only if $p-l-\tfrac72<-1$, that is for $p<l+\tfrac52$.

\section{The first correction}
\label{sec:exact}

The analyticity of \eqref{Jt} shows that the corrections form a power series in $\eta$. Its first coefficient is most easily found from the exact length element, whose structure can be given in closed form. The same exchange of integrations that led to \eqref{Jt} gives, with $P=\kappa+ik$, $Q=\kappa-ik$ and $\kappa-ik(2t-1)=P(1-t)+Qt$,
\begin{equation}
\int_0^\infty r^{2L+1}e^{-\kappa r}\Phi_L(kr)\,dr=\frac{[(2L+1)!]^2}{|\Gamma(b)|^2}\int_0^1\frac{t^{b-1}(1-t)^{b^*-1}}{[P(1-t)+Qt]^{b+b^*}}\,dt .
\end{equation}
For positive $P,Q$ substitute $s=Qt/\Delta$ with $\Delta=P(1-t)+Qt$. Then $1-s=P(1-t)/\Delta$ and $ds=PQ\,dt/\Delta^2$, so that $s^{b-1}(1-s)^{b^*-1}ds=Q^{b}P^{b^*}t^{b-1}(1-t)^{b^*-1}\Delta^{-b-b^*}dt$. The $t$ integral equals $Q^{-b}P^{-b^*}|\Gamma(b)|^2/(2L+1)!$. Both sides are analytic in $P$ and $Q$ for positive real parts, so the formula holds for the complex values with principal powers. Writing $P=\sqrt D\,e^{i\theta}$ and $Q=\sqrt D\,e^{-i\theta}$, the factors $Q^{-i\eta}$ and $P^{i\eta}$ each contribute $e^{-\eta\theta}$ and their phases cancel:
\begin{equation}
\int_0^\infty r^{2L+1}e^{-\kappa r}\Phi_L\,dr=(2L+1)!\,D^{-L-1}e^{-2\eta\theta},\qquad D=\kappa^2+k^2,\quad\theta=\arctan\frac k\kappa .
\label{laplace}
\end{equation}
The length element contains $r^{L+1}\cdot r\cdot r^{l+1+j}=r^{2L+1}r^{p_j}$ with $p_j=l+2-L+j$, which is $1+j$ for $L=l+1$ and $3+j$ for $L=l-1$. Each extra power of $r$ is produced by $-\partial/\partial\kappa$ acting on \eqref{laplace} at fixed $k$ and $Z$. Since $\partial_\kappa\theta=-k/D$, one has $\partial_\kappa(-2\eta\theta)=2\eta k/D=2Z/D$, and $\partial_\kappa D=2\kappa$. By induction
\begin{align}
(-\partial_\kappa)^p\left[D^{-L-1}e^{-2\eta\theta}\right]&=\mathcal P_p\,D^{-L-1-p}e^{-2\eta\theta},\nonumber\\
\mathcal P_{p+1}&=\left[2(L+1+p)\kappa-2Z\right]\mathcal P_p-D\,\partial_\kappa\mathcal P_p,\qquad\mathcal P_0=1,
\label{Prec}
\end{align}
where each $\mathcal P_p$ is a polynomial in $\kappa$, $Z$ and $k^2$. After setting $\kappa=Z/n$,
\begin{equation}
R_L=\sqrt{\frac{2}{\pi k}}\;C_L\,k^{L+1}a\,(2L+1)!\;e^{-2\eta\theta}\,S_L(k^2),\qquad S_L=\sum_{j=0}^N\beta_j\,\mathcal P_{p_j}D^{-L-1-p_j},
\label{Rexact}
\end{equation}
and $S_L$ is a rational function of $k^2$.

The leading behaviour of $S_L$ is fixed by \eqref{Alaw}. At $\eta\to0$, $C_L(2L+1)!\to2^LL!$ and $e^{-2\eta\theta}\to1$; dividing \eqref{Alaw} by $\omega^2\to k^4/4$ and comparing with \eqref{Rexact},
\begin{equation}
S_L\to\frac{4ZI_L}{2^LL!}\,k^{-(l+L+5)} .
\label{Slead}
\end{equation}
A rational function of $k^2$ equals its leading term times a power series in $1/k^2$, that is in $\eta^2$. The remaining factors of $R_L^2$ are explicit. With $\theta=\pi/2-\arctan(\eta/n)$,
\begin{equation}
e^{\pi\eta}\,\frac{\pi\eta}{\sinh\pi\eta}\;e^{-4\eta\theta}=e^{-\pi\eta}\;\frac{\pi\eta}{\sinh\pi\eta}\;\exp\!\left[4\eta\arctan\frac\eta n\right].
\label{oddeven}
\end{equation}
The last two factors are even in $\eta$, and so are $\prod(1+\eta^2/s^2)$ and $2\omega/k^2=1+\eta^2/n^2$. Therefore
\begin{equation}
\frac{\sigma_{nl}}{\mathcal C_{nl}\,\omega^{-l-7/2}}=e^{-\pi\eta}\left[1+c_{nl}\,\eta^2+O(\eta^4)\right],
\label{ratio}
\end{equation}
with a number $c_{nl}$ that depends on the state. Expanding the exponential gives \eqref{result}. The first correction $-\pi\eta$ is the same for all $n$ and $l$, and for each channel separately $A_L$ carries $1-\pi\eta/2$. From $k\,dk=d\omega$ follows $d\eta/d\ln\omega=-\eta\,\omega/k^2=-\tfrac12\eta(1+\eta^2/n^2)$, so the local exponent is
\begin{equation}
\frac{d\ln\sigma_{nl}}{d\ln\omega}=-l-\frac72+\frac{\pi\eta}{2}-c_{nl}\eta^2+\frac{\pi\eta^3}{2n^2}+O(\eta^4).
\label{slope}
\end{equation}
The correction decays only as $\omega^{-1/2}$ and carries a factor $\pi$, so the law is approached slowly.

In the acceleration integral the factor $1-\pi\eta/2$ has two sources, the cusp of the bound state and the Coulomb distortion of the final wave. The first is obtained by keeping $\eta=0$ in $F_L$ and expanding \eqref{scaled} in $\epsilon$ and $\beta_1/k$; since $\partial_\epsilon J_L(\mu)=-J_L(\mu+1)$, the two combine into the coefficient of \eqref{cusp}, and
\begin{equation}
\frac{A_L^{\rm free}}{Za\sqrt{2k/\pi}\,k^{-l-1}I_L}=1-\frac{\eta}{l+1}\,\frac{K(l+1,L)}{I_L}+O(\eta^2).
\label{Afree}
\end{equation}
By \eqref{Kextra} this first-order term vanishes for $L=l-1$, where the distortion supplies the whole of $-\pi\eta/2$. For $L=l+1$ it is $-\pi\eta/2$ for $l=0$, so that the distortion contributes nothing at first order, and $-3\pi\eta/8$ and $-5\pi\eta/16$ for $l=1$ and $2$.

\subsection*{The states $1s$ and $2p$ in closed form}

For $1s$, $L=1$, $p=1$ and $\kappa=Z$, so $\mathcal P_1=4\kappa-2Z=2Z$ and $S_1=2ZD^{-3}$, in agreement with \eqref{Slead}; inserted in \eqref{sigR} this is Stobbe's formula. For $2p$, $\kappa=Z/2$ and $N=0$. In the channel $L=2$, $p=1$, $\mathcal P_1=6\kappa-2Z=Z$ and $S_2=ZD^{-4}$. In the channel $L=0$, $p=3$, and \eqref{Prec} gives $\mathcal P_1=2\kappa-2Z$, $\mathcal P_2=(4\kappa-2Z)(2\kappa-2Z)-2D$ and $\partial_\kappa\mathcal P_2=12\kappa-12Z$. At $\kappa=Z/2$ these are $\mathcal P_2=-2D$ and $\partial_\kappa\mathcal P_2=-6Z$, so $\mathcal P_3=Z(-2D)+6ZD=4ZD$ and $S_0=4ZD^{-3}$. Multiply \eqref{Rexact} by $\omega^2=D^2/4$, use $D=k^2(1+\eta^2/4)$ and $5!\,C_2=8C_0\sqrt{(1+\eta^2)(1+\eta^2/4)}$, and divide by the leading terms of \eqref{Alaw} with $I_0=1$, $I_2=2$:
\begin{equation}
\frac{A_0}{A_0^{\rm law}}=\frac{C_0\,e^{-2\eta\theta}}{1+\eta^2/4},\qquad
\frac{A_2}{A_2^{\rm law}}=\frac{A_0}{A_0^{\rm law}}\sqrt{\frac{1+\eta^2}{1+\eta^2/4}} .
\label{2pA}
\end{equation}
The exact channel ratio is then $8(1+\eta^2)/(1+\eta^2/4)$. For $c_{2p}$ collect the $\eta^2$ terms: $-\pi^2/6$ from $\pi\eta/\sinh\pi\eta$, $+2$ from the last factor of \eqref{oddeven}, $-\tfrac12$ from $(1+\eta^2/4)^{-2}$, $\tfrac89\cdot\tfrac34=\tfrac23$ from the $d$ channel, which has the weight $8/9$, and $+\tfrac38$ from $k^{-3}=(2\omega)^{-3/2}(1+\eta^2/4)^{3/2}$. The sum is
\begin{equation}
c_{2p}=\frac{61}{24}-\frac{\pi^2}{6}.
\label{c2p}
\end{equation}

The power law \eqref{result} is now proved, with its coefficient and with a first correction $-\pi\eta$ that is the same for all $n$ and $l$. It remains to see what free final waves give in the velocity and length forms, to test the law numerically for hydrogen, and to discuss its range of validity.
